# Comb Width of a Bright Kerr Soliton: Detuning and Dispersion

**Question.** A ring resonator with Kerr nonlinearity is pumped by a continuous laser and carries one bright soliton. The light leaving it is a comb of equally spaced lines. How many lines does the comb contain, and how does that number change with the laser detuning and with the second-order dispersion of the ring?

**Answer.**

## The model and its signs

Count the resonator modes by an integer $\mu$, with $\mu=0$ for the pumped mode. Near the pump their angular frequencies are

$$\omega_\mu=\omega_0+D_1\mu+\tfrac12D_2\mu^2 .$$

Here $D_1/2\pi$ is the mode spacing and $D_2$ measures how the spacing changes from mode to mode. The dispersion is anomalous, $D_2>0$. The laser, at $\omega_p$, is tuned below the resonance, and the detuning is $\delta=\omega_0-\omega_p>0$. The frequency $\omega_0$ is that of the resonator at its working temperature, without the Kerr shift.

A comb line $\mu$ has the frequency $\omega_p+D_1\mu$. Its own resonance lies higher by

$$\omega_\mu-(\omega_p+D_1\mu)=\delta+\tfrac12D_2\mu^2 .\qquad(1)$$

Let $a_\mu$ be the mode amplitude in the frame rotating at the line frequency, so that $|a_\mu|^2$ is a photon number. The mismatch (1) contributes $-i(\delta+D_2\mu^2/2)a_\mu$ to $da_\mu/dt$. Form the field $A(\phi)=\sum_\mu a_\mu e^{i\mu\phi}$, where $\phi$ is the angle around the ring in a frame moving with the pulse. Since $\partial_\phi^2$ multiplies each mode by $-\mu^2$, the dispersive term becomes $+i(D_2/2)\partial_\phi^2A$. The Kerr effect lowers the resonance frequency by $g|A|^2$ and so enters with a plus sign:

$$\frac{\partial A}{\partial t}=-\Big(\frac\kappa2+i\delta\Big)A+\frac{iD_2}{2}\frac{\partial^2A}{\partial\phi^2}+ig|A|^2A+F.\qquad(2)$$

This is the Lugiato–Lefever equation. The energy decay rate is $\kappa$, and the drive $F$ is taken real, with $F^2=\kappa_{\rm ex}P/\hbar\omega$ for coupling rate $\kappa_{\rm ex}$ and waveguide power $P$.

## An estimate from frequency matching

A stationary pulse needs all its lines to stay in step, although their resonances do not lie on an equidistant grid. The Kerr shift must make up the mismatch (1). Near $\mu=0$ this already requires a shift of order $\delta$. A shift of that size can also bridge a dispersive mismatch of order $\delta$, but not one much larger. The comb therefore ends near

$$\tfrac12D_2\mu^2\sim\delta,\qquad \mu\sim\sqrt{2\delta/D_2}.$$

The estimate leaves the numerical factor open. It also assumes that the Kerr shift adjusts itself to the detuning, which the pulse solution confirms.

## The scaling and the pulse shape

Let the detuning be large compared with $\kappa/2$. Let the drive also be weak, $F\ll\delta^{3/2}/\sqrt g$, so that it is small beside $\delta A$ at the peak of a pulse with $g|A|^2\sim\delta$. To leading order, loss and drive can then be dropped from the equation for the pulse shape; they return below to fix its phase and its range of existence. A stationary real pulse $B(\phi)$ obeys

$$-\delta B+\tfrac12D_2B''+gB^3=0.$$

Set $\phi=\phi_sx$ and $B=B_0b(x)$, with

$$\phi_s=\sqrt{\frac{D_2}{2\delta}},\qquad B_0^2=\frac{2\delta}{g}.\qquad(3)$$

The second term becomes $(D_2/2\phi_s^2)B_0b''=\delta B_0b''$ and the third becomes $2\delta B_0b^3$. Division by $\delta B_0$ gives

$$b''=b-2b^3 .$$

No parameter remains. Detuning and dispersion thus set only the scales of the pulse: its angular width varies as $\sqrt{D_2/\delta}$, and its width in mode number, by Fourier reciprocity, as $\sqrt{\delta/D_2}$. The sign of $D_2$ matters too. In the tail $B''=(2\delta/D_2)B$, which has decaying solutions only for $\delta/D_2>0$.

To find the shape, multiply by $2b'$ and integrate. The constant vanishes because the pulse decays on both sides, provided it is short compared with the ring, $\phi_s\ll2\pi$:

$$b'^2=b^2-b^4.\qquad(4)$$

With $b=1/y$ we have $b'=-y'/y^2$, and (4) turns into $y'^2=y^2-1$. Its solution with the peak at $x=0$ is $y=\cosh x$, so $b=\operatorname{sech}x$.

The peak Kerr shift is $gB_0^2=2\delta$. By (1), the mismatch reaches this value where $D_2\mu^2/2=\delta$, that is, at $\mu=1/\phi_s$. This is the edge found by the estimate.

## From the pulse to the comb

The line amplitudes are

$$a_\mu=\frac1{2\pi}\int B e^{-i\mu\phi}d\phi=\frac{B_0\phi_s}{2\pi}J(k),\qquad J(k)=\int_{-\infty}^{\infty}\frac{e^{-ikx}}{\cosh x}dx,\qquad k=\mu\phi_s .$$

The infinite limits again use the short pulse. To evaluate $J$, integrate around the rectangle between the real axis and the line ${\rm Im}\,x=\pi$. On the upper side $\cosh x$ changes sign and the exponential gains a factor $e^{\pi k}$. That side is traversed backwards, so it contributes $+e^{\pi k}J$. The enclosed pole at $x=i\pi/2$ has residue $e^{\pi k/2}/i$. Hence

$$(1+e^{\pi k})J=2\pi e^{\pi k/2},\qquad J=\pi\operatorname{sech}\frac{\pi k}2,$$

and

$$a_\mu=\frac{B_0\phi_s}{2}\operatorname{sech}\frac{\pi\mu\phi_s}{2}.\qquad(5)$$

The line power falls to half its central value where the hyperbolic cosine equals $\sqrt2$. The full width at half maximum is therefore

$$\boxed{\Delta\mu=\frac{4}{\pi\phi_s}\operatorname{arccosh}\sqrt2=1.587\sqrt{\frac{\delta}{D_2}}}\qquad(6)$$

A width defined at another fixed fraction of the envelope's maximum has a different factor but the same scaling. A count of lines above a fixed absolute power does not follow this law exactly, because the height of the envelope depends on $D_2$. The rms width does follow it. By Parseval's theorem the mean square mode number is

$$\langle\mu^2\rangle=\frac{\int B'^2d\phi}{\int B^2d\phi}=\frac1{\phi_s^2}\frac{\int(b^2-b^4)dx}{\int b^2dx}=\frac1{\phi_s^2}\,\frac{2-4/3}{2}=\frac{2\delta}{3D_2},$$

so the rms width is $0.816\sqrt{\delta/D_2}$.

Equation (5) also shows how the comb grows. By (3), $B_0\phi_s=\sqrt{D_2/g}$, which does not contain $\delta$. In this approximation, a larger detuning leaves the height of the soliton's spectral envelope unchanged and extends it outward.

## How far the detuning can go

The width cannot be increased indefinitely, because the drive must replace the lost energy. Multiply (2) by $A^*$, take twice the real part and integrate over the ring. The detuning and Kerr terms are imaginary and drop out, as does the dispersive term after integration by parts:

$$\frac{d}{dt}\int|A|^2d\phi=-\kappa\int|A|^2d\phi+2F\,{\rm Re}\int A\,d\phi .$$

Insert $A=Be^{i\theta}$, neglecting the weak continuous background. With $\int B^2d\phi=2B_0^2\phi_s$ and $\int B\,d\phi=\pi B_0\phi_s$, a steady state requires

$$\cos\theta=\frac{\kappa B_0}{\pi F}.\qquad(7)$$

The right side must not exceed one. With $B_0^2=2\delta/g$ this gives

$$\delta\le\delta_{\max}=\frac{\pi^2gF^2}{2\kappa^2}.\qquad(8)$$

In the dimensionless variables $\zeta=2\delta/\kappa$ and $f^2=8gF^2/\kappa^3$, the limit is $\zeta_{\max}=\pi^2f^2/8$.

There are thus two scaling laws. At fixed detuning, pump power does not enter (6) at leading order. If instead the detuning is always taken to its limit, then $\delta_{\max}\propto P$, and the largest width scales as $\sqrt{P/D_2}$ for fixed $g$, $\kappa$ and coupling.

Equation (7) allows two signs of $\theta$. To choose between them, let the pulse have a momentary amplitude belonging to a detuning $\delta+\epsilon$, and a phase $\theta+\vartheta$. The phase then drifts as $\dot\vartheta=\epsilon$. The pulse energy varies as $\sqrt{\delta+\epsilon}$, and the linearized energy balance gives $\dot\epsilon=-\kappa\epsilon-2\delta\kappa\tan\theta\,\vartheta$. Together,

$$\ddot\vartheta+\kappa\dot\vartheta+2\delta\kappa\tan\theta\;\vartheta=0 .$$

Within this reduced description, the soliton is stable for $\tan\theta>0$ and unstable for the other sign. The description leaves out the background and changes of pulse shape, and it misses a lower limit: in the full equation (2) the stationary pulse with $\tan\theta>0$ becomes unstable when the detuning is lowered at fixed drive, between $\zeta=14$ and $13$ for $f^2=45$ and between $\zeta=7.5$ and $7$ for $f^2=12.66$. A steady comb of width (6) therefore exists only in a window of detuning below (8).

## Comparison with the driven, damped equation

The numerical output lists stationary solutions of the full equation (2), with the continuous background subtracted before the width is read. The drive was held at $f^2=45$ while the detuning varied, with $2D_2/\kappa=0.08$:

- at $\zeta=20$ the width is 25.52 lines, against 25.09 from (6);
- at $\zeta=30$ it is 31.00, against 30.73;
- at $\zeta=45$ it is 37.76, against 37.64.

The fitted exponent of the detuning is 0.483, slightly below one half, because the excess over (6) shrinks as the detuning grows. Equation (6) neglects the background, whose amplitude is about $F/\delta$. Relative to the peak $B_0\propto\sqrt\delta$ it falls as $\delta^{-3/2}$ at fixed drive, so this neglect becomes safer at larger detuning. Whether the background accounts for the whole excess was not tested. With detuning and drive fixed, varying $D_2$ by a factor of four gives the exponent $-0.500$.

The existence limit was tested by evolution in time. For $f^2=45$ equation (8) gives $\zeta_{\max}=55.5$. At 0.85 of this value the pulse survives, with a final peak 1.005 times that of the free soliton. At 1.15 of it the pulse is lost, and the final peak amplitude is 0.009 of the free-soliton value.

## The size in a silicon nitride ring

Take rough typical values for a silicon nitride microring near 1550 nm: line spacing $\nu_F=100$ GHz, $D_2/2\pi=1$ MHz, $\kappa/2\pi=100$ MHz and $\kappa_{\rm ex}=\kappa/2$. The detuning is $\delta/2\pi=500$ MHz and the waveguide power 90 mW. The estimate gives

$$\sqrt{\frac{2\delta}{D_2}}=\sqrt{\frac{2\times500}{1}}=31.6\ \text{lines},$$

and (6) gives the half-maximum width

$$\Delta\mu=1.587\sqrt{500}=35.5\ \text{lines}.$$

At 100 GHz per line this is **3.55 THz, or 28.4 nm**. The pulse intensity follows $\operatorname{sech}^2(t/\tau_s)$ with $\tau_s=\phi_s/D_1=50.3$ fs, so its duration at half maximum is $2\tau_s\operatorname{arccosh}\sqrt2=88.7$ fs. With $D_2/2\pi=4$ MHz at the same detuning, the comb would be half as wide, 17.7 lines.

To see whether the pump can sustain this pulse, we need $g$. The value of $|A|^2$ at a point is the photon number the whole ring would hold if it were filled evenly to that level. Each of these photons would pass the point $\nu_F$ times per second, so the local power is $\hbar\omega\nu_F|A|^2$. Divided by the mode area $A_{\rm eff}$ and multiplied by the nonlinear index $n_2$, it gives the index change. The resonance falls by $\omega/n_g$ times that change, where $n_g$ is the group index:

$$g=\frac{\hbar\omega^2n_2\nu_F}{n_gA_{\rm eff}}=1.78\ \text{rad/s},$$

for the rough values $n_2=2.4\times10^{-19}\ \text{m}^2/\text{W}$, $A_{\rm eff}=1.0\ \mu\text{m}^2$ and $n_g=2.1$. This leads to $f^2=12.66$ and $\zeta_{\max}=\pi^2\times12.66/8=15.6$. The chosen detuning has $\zeta=2\times500/100=10$, inside the limit. By (8), which holds to leading order, it needs at least $90\times10/15.62=57.6$ mW. At 90 mW equation (8), which leaves out Raman scattering, would let the detuning rise to 781 MHz, and the leading-order width to $1.587\sqrt{781}=44.4$ lines.

The full equation gives 36.1 lines at 500 MHz, 1.9 % above (6). Here the background amplitude is about $f/(\sqrt2\,\zeta^{3/2})=0.08$ of the soliton peak. The linearized numerical problem shows no growing perturbation. Its largest growth rate is printed as $-0.17$ in units of $\kappa/2$, whereas a pulse free to move around a uniform ring must have a mode of zero growth rate. This number is therefore not a physical damping rate. It comes from the finite grid pinning the pulse: it changes to $+0.15$ when the pulse is centred between two grid points, falls to $-0.002$ at three quarters of the grid spacing and vanishes at half the spacing. On a fine grid the largest rate apart from this zero mode is $-1$, so the pulse is stable, and the width remains 36.1 lines.

## What a real ring adds

The Kerr response is not quite instantaneous. Its delayed Raman part can be described, for pulses long compared with the response, by a time $T_R$. It replaces $|A|^2$ in the Kerr term by $I+T_RD_1I'$, where $I=|A|^2$ and the prime means $\partial_\phi$. The phase now advances unevenly across the pulse. The gradient of that rate changes the mean mode number $\bar\mu$, while loss removes the displacement at the rate $\kappa$, since the drive supplies photons at $\mu=0$:

$$\dot{\bar\mu}=gT_RD_1\frac{\int I\,I''d\phi}{\int I\,d\phi}-\kappa\bar\mu=-gT_RD_1\frac{\int I'^2d\phi}{\int I\,d\phi}-\kappa\bar\mu .$$

For $I=B_0^2\operatorname{sech}^2x$ the ratio of integrals is $8B_0^2/(15\phi_s^2)$. Using $gB_0^2=D_2/\phi_s^2$, the steady shift is

$$\bar\mu=-\frac{8T_RD_1D_2}{15\kappa\phi_s^4}=-\frac{32}{15}\frac{T_RD_1\delta^2}{\kappa D_2}.\qquad(9)$$

The shift grows as $\delta^2$, faster than the width. Large detuning in a low-loss ring can therefore spoil the simple law even where (8) still permits a soliton. For a rough $T_R=1$ fs, (9) gives $-3.35$ lines here and the full solution $-3.62$. The width then becomes 35.9 lines instead of 36.1. In this example Raman scattering displaces the comb noticeably but hardly narrows it. The value of $T_R$ is among the least certain inputs, and to leading order the displacement is proportional to it.

These parameters describe a low-loss ring of ordinary size, not a particular device. Real rings break the assumption of purely quadratic dispersion. A third-order term $D_3\mu^3/6$ with a rough $D_3/2\pi=5$ kHz leaves the solved width at 36.1 lines. It would cancel the quadratic term near $\mu=-3D_2/D_3=-600$, far outside the half-maximum width, where a cubic expansion is itself doubtful. Local shifts from coupling to other mode families are not included. The self-steepening parameter $1/(\omega\tau_s)$ is 0.016, so self-steepening is a small correction here.

Temperature can matter more. With a rough thermo-optic coefficient of $2.5\times10^{-5}$ per kelvin, the resonance moves down by about 2.3 GHz per kelvin. At fixed laser frequency, a warming of 0.22 K would use up the whole detuning, and the steady soliton can be lost well before that. Even 0.01 K changes $\delta/2\pi$ by 23 MHz, or 4.6 %, and by the square-root law the comb width by about 2.3 %. The detuning in (6) must therefore be measured from the warm resonance of the running device, not from the resonance found at low power.

## Numbers as computed

```
TESTS
prefactor of sqrt(delta/D2), half-maximum width: 1.5870
rms-width prefactor of sqrt(delta/D2): 0.8165
drive f^2 in detuning sweep: 45.0, d2 = 0.08
  zeta 20: width 25.52 lines, formula 25.09
  zeta 30: width 31.00 lines, formula 30.73
  zeta 45: width 37.76 lines, formula 37.64
exponent of detuning at fixed drive: 0.483
dispersion sweep at zeta = 20, drive f^2 = 21.89
  d2 0.04: width 35.79 lines, formula 35.49
  d2 0.08: width 25.30 lines, formula 25.09
  d2 0.16: width 17.89 lines, formula 17.74
exponent of D2 at fixed detuning: -0.5001
existence limit zeta_max at f^2 = 45: 55.52
final peak/free-soliton peak at 0.85 zeta_max: 1.005
final peak/free-soliton peak at 1.15 zeta_max: 0.009
Raman test shift: solved -1.090, formula -1.067 lines
EXAMPLE INPUTS (rough typical values)
wavelength 1550 nm, line spacing 100 GHz
D2/2pi 1.0 MHz, D3/2pi 5.0 kHz
kappa/2pi 100 MHz, detuning/2pi 500 MHz
n2 2.4e-19 m^2/W, mode area 1.0 um^2, group index 2.1
kappa_ex/kappa 0.5, pump power 90 mW
Raman time 1.0 fs, dn/dT 2.5e-05 per K
EXAMPLE RESULTS
Kerr shift per photon g: 1.780 rad/s
zeta 10.00, d2 0.020, f^2 12.66, zeta_max 15.62
minimum power for this detuning: 57.6 mW
estimate sqrt(2 delta/D2): 31.62 lines
half-maximum width, formula: 35.49 lines
half-maximum width, full equation: 36.14 lines
relative difference: 1.85 %
comb width, formula: 3.549 THz
comb width, formula: 28.4 nm
pulse parameter tau_s 50.3 fs, FWHM 88.7 fs
largest detuning/2pi at this power: 781 MHz
largest width at this power: 44.4 lines
width for D2/2pi = 4 MHz: 17.74 lines
largest growth rate of perturbations: -1.7e-01 kappa/2
NEGLECTED EFFECTS
Raman shift: solved -3.62, formula -3.35 lines
width with Raman response: 35.87 lines
width with D3: 36.12 lines, centre -0.001 lines
dispersive-wave estimate -3 D2/D3: -600 lines
self-steepening parameter 1/(omega tau_s): 0.0163
thermal resonance shift: 2303 MHz/K
warming that shifts by the whole detuning: 0.217 K
```
